# Super-CI orbital optimization: Brillouin metric, rotations and linear convergence

## Two electrons in one orbital

Take two electrons in orbital 1, with one empty orbital 2 and a real Hamiltonian. The singlet states are \(|11\rangle\), the normalized open-shell singlet \(|s\rangle\), and \(|22\rangle\). Turning the occupied orbital into \(\cos\theta\,\phi_1+\sin\theta\,\phi_2\) gives

\[
|\theta\rangle=\cos^2\theta\,|11\rangle+\sqrt2\sin\theta\cos\theta\,|s\rangle+\sin^2\theta\,|22\rangle .
\]

Suppose \(\theta=0\) is the energy minimum, so that \(\langle 11|H|s\rangle=0\). Let \(\Delta=\langle s|H|s\rangle-\langle 11|H|11\rangle\) and \(K=\langle 11|H|22\rangle=(12|12)\). To second order the weights of \(|11\rangle\) and \(|s\rangle\) are \(1-2\theta^2\) and \(2\theta^2\), and the cross term with \(|22\rangle\) is \(2\theta^2K\). Hence

\[
E(\theta)=E(0)+2(\Delta+K)\theta^2+O(\theta^3).
\]

Now start from orbitals misplaced by a small angle \(e\). A tempting way to improve them is to diagonalize \(H\) in the current \(|11\rangle\) and \(|s\rangle\), and to read the mixing coefficient as the angle. The coupling \(h=\langle 11|H|s\rangle\) follows from the slope. A further small turn \(x\) adds \(\sqrt2x|s\rangle\) to the state, so the slope is \(2\sqrt2h\). It also equals \(4(\Delta+K)e\), so \(h=\sqrt2(\Delta+K)e\). The ratio of eigenvector coefficients is, to leading order, \(d/d_0=-h/\Delta=-\sqrt2(1+K/\Delta)e\).

Used directly as an angle, this ratio is wrong by \(\sqrt2\): even for \(K=0\) the new error is \((1-\sqrt2)e\), not zero. The rotation produces \(\sqrt2|s\rangle\) per radian, so the angle is \(x=(d/d_0)/\sqrt2\). With that correction

\[
e'=e+x=-\frac{K}{\Delta}\,e .
\]

A second defect remains. The small diagonalization does not contain \(|22\rangle\), although the rotation generates it at second order. The error is therefore multiplied by a fixed number in each cycle. The general method has the same two ingredients, a metric that converts coefficients to angles and a missing piece of curvature, and one new ingredient, the response of the active-space CI.

## One state for each rotation

Let \(i,j\) label inactive (doubly occupied) orbitals, \(t,u\) active orbitals and \(a,b\) virtual (empty) orbitals; \(p,q,r,s\) are general. All orbitals are real and orthonormal. The state \(|0\rangle\), with energy \(E_0\), is normalized, real and the non-degenerate lowest root of its spin symmetry in the complete active space (CAS). Define

\[
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad D_{pq}=\langle0|E_{pq}|0\rangle .
\]

One could diagonalize \(H\) among all single excitations out of every active configuration. Each configuration would then choose its own coefficient for the same replacement \(q\to p\), and in general no common change of orbitals reproduces such a vector. An orbital rotation acts on the whole of \(|0\rangle\) at once, so there should be one state per rotation.

Write \(C'=Ce^X\) with \(X\) antisymmetric; then \(C'\) is orthonormal whenever \(C\) is. The corresponding operator is

\[
\hat X=\sum_{pq}X_{pq}E_{pq}=\sum_\mu x_\mu\kappa_\mu,\qquad \kappa_\mu=E_{pq}-E_{qp},\quad x_\mu=X_{pq}.
\]

Indeed \([\hat X,a^\dagger_{q\sigma}]=\sum_pa^\dagger_{p\sigma}X_{pq}\), and repeated commutation gives \(e^{\hat X}a^\dagger_{q\sigma}e^{-\hat X}=\sum_pa^\dagger_{p\sigma}(e^X)_{pq}\), which creates an electron in the new orbital.

Rotations inside the inactive or virtual set do not change the energy, and rotations inside the active set are undone by the complete CI. The index \(\mu=(p,q)\) therefore runs over the pairs \((a,i)\), \((t,i)\) and \((a,t)\). The Brillouin states are

\[
|\mu\rangle=\kappa_\mu|0\rangle=E_{pq}|0\rangle .
\]

The second form holds because \(E_{qp}|0\rangle=0\): this operator either removes an electron from an empty virtual orbital or adds one to a full inactive orbital. Each \(|\mu\rangle\) has a hole in the inactive set, an electron in the virtual set, or both, so it is orthogonal to every state of the active space.

These states also carry the energy gradient. To first order the energy changes by \(\langle0|[H,\hat X]|0\rangle\). Since \(\kappa_\mu^\dagger=-\kappa_\mu\) and all quantities are real, \(-\langle0|\kappa_\mu H|0\rangle=\langle0|H\kappa_\mu|0\rangle\), and

\[
g_\mu=\frac{\partial E}{\partial x_\mu}=2\langle0|H|\mu\rangle .
\]

The CI coefficients are already stationary, so their relaxation adds nothing at this order. At an optimum \(g=0\), which is the generalized Brillouin theorem: \(|0\rangle\) does not couple to any Brillouin state.

## The metric

Brillouin states are neither normalized nor, in general, mutually orthogonal. Their overlap needs one commutator. From \([a^\dagger_{p\sigma}a_{q\sigma},a^\dagger_{r\tau}]=\delta_{\sigma\tau}\delta_{qr}a^\dagger_{p\sigma}\) and \([a^\dagger_{p\sigma}a_{q\sigma},a_{s\tau}]=-\delta_{\sigma\tau}\delta_{ps}a_{q\sigma}\), the product rule and the spin sums give

\[
[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}.
\]

For \(\mu=(p,q)\) and \(\nu=(r,s)\) the overlap is \(\langle0|E_{qp}E_{rs}|0\rangle\). The reversed product vanishes because \(E_{qp}|0\rangle=0\), so the overlap equals the expectation value of the commutator:

\[
S_{\mu\nu}=\langle0|[E_{qp},E_{rs}]|0\rangle=\delta_{pr}D_{qs}-\delta_{qs}D_{rp}.
\]

With \(D_{ij}=2\delta_{ij}\), \(D_{ab}=0\) and no elements of \(D\) between different sets, the blocks are

\[
S_{ai,bj}=2\delta_{ab}\delta_{ij},\quad
S_{ti,uj}=\delta_{ij}(2\delta_{tu}-D_{tu}),\quad
S_{at,bu}=\delta_{ab}D_{tu},
\]

and all cross blocks vanish. The one-particle density matrix is enough. An excitation out of an active orbital is weighted by the electrons available there, and an excitation into it by the room left. The first block is the factor \((\sqrt2)^2\) of the two-electron case.

In active natural orbitals, with occupations \(n_t\), the metric is diagonal with entries \(2\), \(2-n_t\) and \(n_t\). It becomes singular when an \(n_t\) reaches 0 or 2. The corresponding Brillouin state then vanishes and must be removed from the diagonalization. This does not prove the rotation irrelevant, because the turned orbital may gain occupation (for \(n_t=0\)) or lose it (for \(n_t=2\)) when the CI is solved again. Close to these limits the metric is still invertible and the step is still defined, although \(S^{-1/2}\) then has large eigenvalues.

## From eigenvector to rotation

The super-CI vector is \(c_0|0\rangle+\sum_\mu c_\mu|\mu\rangle\). Let

\[
A_{\mu\nu}=\langle\mu|H-E_0|\nu\rangle
\]

and let \(\varepsilon\) be the super-CI eigenvalue measured from \(E_0\). Projecting the eigenvalue equation on \(\langle0|\) and on \(\langle\mu|\) gives

\[
\tfrac12g^Tc=\varepsilon c_0,\qquad \tfrac12g\,c_0+Ac=\varepsilon Sc .
\]

An ordinary eigensolver needs an orthonormal basis. Setting \(c=S^{-1/2}d\) and \(c_0=d_0\), and multiplying the second equation by \(S^{-1/2}\), gives a symmetric matrix with first row \((0,\tfrac12g^TS^{-1/2})\) and lower block \(S^{-1/2}AS^{-1/2}\).

To extract the rotation, compare the vector divided by \(c_0\) with the rotated state:

\[
\frac{|\mathrm{SCI}\rangle}{c_0}=|0\rangle+\sum_\mu\frac{c_\mu}{c_0}|\mu\rangle,\qquad
e^{\hat X}|0\rangle=|0\rangle+\sum_\mu x_\mu|\mu\rangle+O(x^2).
\]

They agree to first order when

\[
x=\frac{c}{c_0}=\frac{S^{-1/2}d}{d_0}.
\]

The division also removes the arbitrary sign of the eigenvector. Adding \(x_\mu\) times one orbital to another would spoil orthonormality at second order; using \(e^X\) avoids this. One cycle is then:

1. Solve the active-space CI in the current orbitals and form \(D\), \(g\), \(S\) and \(A\).
2. Stop if \(g\) is small enough.
3. Find the lowest super-CI eigenvector and compute \(x\).
4. Replace \(C\) by \(Ce^X\), shortening \(x\) first if it is too long for the linear conversion to be trusted.

## What the step leaves out

Divide the two projected equations by \(c_0\):

\[
\varepsilon=\tfrac12g^Tx,\qquad x=-\tfrac12(A-\varepsilon S)^{-1}g .
\]

Let \(A\) be positive definite. At \(g=0\) the lowest eigenvalue is then \(\varepsilon=0\), with eigenvector \(|0\rangle\). For small \(g\), inserting \(x\) into the first equation shows that \(\varepsilon=O(g^2)\), so

\[
x=-(2A)^{-1}g+O(g^3).
\]

This is a Newton step in which \(2A\) stands in for the Hessian. The true Hessian must now be found.

**Orbital part.** With the CI coefficients fixed, the second-order energy at the solution is

\[
\tfrac12\langle0|[[H,\hat X],\hat X]|0\rangle
=\tfrac12\langle0|H\hat X^2-2\hat XH\hat X+\hat X^2H|0\rangle .
\]

The outer terms are equal for real quantities. In the middle one \(\langle0|\hat X=-\langle\hat X0|\), where \(|\hat X0\rangle=\hat X|0\rangle=\sum_\mu x_\mu|\mu\rangle\). The expression becomes

\[
\langle0|H\hat X^2|0\rangle+\langle\hat X0|H|\hat X0\rangle,
\]

and its second term is \(x^T(A+E_0S)x\).

For the first term write \(E_\mu=E_{pq}\). Then \(\kappa_\mu\kappa_\nu|0\rangle=E_\mu E_\nu|0\rangle-E_\mu^\dagger E_\nu|0\rangle\), and since \(E_\mu^\dagger|0\rangle=0\),

\[
E_\mu^\dagger E_\nu|0\rangle=[E_{qp},E_{rs}]|0\rangle=\delta_{pr}E_{qs}|0\rangle-\delta_{qs}E_{rp}|0\rangle .
\]

If the two indices of a remaining operator belong to the same orbital set, the result lies in the active space. There \(\langle0|H\) acts as \(E_0\langle0|\), because \(|0\rangle\) is a CI eigenstate. If they belong to different sets, the result is either zero or a Brillouin state, whose coupling to \(|0\rangle\) vanishes at the solution. In total \(\langle0|HE_\mu^\dagger E_\nu|0\rangle=E_0S_{\mu\nu}\). With

\[
B_{\mu\nu}=\tfrac12\langle0|H(E_\mu E_\nu+E_\nu E_\mu)|0\rangle,
\]

the first term is \(x^T(B-E_0S)x\). The \(E_0S\) terms cancel, and the fixed-CI energy is \(x^T(A+B)x\). The matrix \(B\) is the coupling of \(|0\rangle\) to twofold replacements, the counterpart of \(K\) above.

**CI response.** After a rotation the CI is solved again. In the active space the first-order perturbation is \([H,\hat X]\). Let \(|k\rangle\), with energies \(E_k\), be the other CI roots. Second-order perturbation theory lowers the energy by \(x^TVx\), where

\[
V_{\mu\nu}=\sum_{k\ne0}\frac{v_{k\mu}v_{k\nu}}{E_k-E_0},\qquad v_{k\mu}=\langle k|[H,\kappa_\mu]|0\rangle .
\]

For the lowest root \(V\) has no negative eigenvalue. For an excited root this sign is not guaranteed.

Equating the total to \(\tfrac12x^TGx\) gives the Hessian

\[
G=2(A+B-V).
\]

The super-CI step keeps \(A\) and lacks both \(B\) and \(V\).

## Linear convergence and its conditions

Write the current orbitals as \(C=C_*e^{e}\), where \(C_*\) is the solution and \(e\) in the exponent is the antisymmetric matrix of the error parameters. Successive exponentials combine as \(e'=e+x+O(e^2)\); rotations within a set that arise from commutators do not affect the energy. Near the solution \(g=Ge+O(e^2)\), and replacing the current \(A\) by its value at the solution costs another \(O(e^2)\). Therefore

\[
e'=Me+O(e^2),\qquad M=1-(2A)^{-1}G=A^{-1}(V-B).
\]

This is the precise sense in which convergence is first order: the error is multiplied by a matrix, not squared. Quadratic convergence would require \(M=0\), that is \(V=B\). For the two-electron case \(A=2\Delta\), \(B=2K\) and \(V=0\), which returns \(M=-K/\Delta\).

Since \(AM=V-B\) is symmetric and \(A>0\), the eigenvalues \(\lambda_j\) of \(M\) are real and its eigenvectors can be chosen orthonormal in the product \(e^TAf\). If \(e\) has components \(\alpha_j\) along them, the linear recurrence gives, after \(k\) cycles,

\[
e_k^TAe_k=\sum_j\alpha_j^2\lambda_j^{2k}.
\]

The ratio of successive norms \(\sqrt{e^TAe}\) cannot exceed \(\rho=\max_j|\lambda_j|\) in this linear regime, and it tends to \(\rho\) if the slowest mode is present. As \(G=2A(1-M)\), the energy error is \(\tfrac12e_k^TGe_k=\sum_j(1-\lambda_j)\alpha_j^2\lambda_j^{2k}\) at leading order, and its ratio tends to \(\rho^2\).

Local convergence requires \(-1<\lambda_j<1\). The upper limit is equivalent to \(G>0\), a true minimum. The lower limit is equivalent to \(A-B+V>0\), which a minimum for real rotations does not by itself ensure. A physical condition that suffices comes from imaginary rotations. Let \(\hat Q=\sum_\mu u_\mu(E_\mu+E_\mu^\dagger)\) and consider \(e^{is\hat Q}|0\rangle\) with the CI fixed. The term linear in \(s\) vanishes for real quantities, and the quadratic one is

\[
s^2\left(\langle\hat Q0|H|\hat Q0\rangle-\langle0|H\hat Q^2|0\rangle\right)
=s^2u^T(A-B)u .
\]

Here \(\langle0|H\hat Q^2|0\rangle=u^T(B+E_0S)u\), because \(E_\mu^\dagger E_\nu\) now enters with a plus sign. If imaginary rotations raise the energy, \(A-B>0\), and \(V\ge0\) secures the lower limit. Together with \(G>0\) this also gives \(A>0\), since \(2A=(A-B)+(A+B-V)+V\). These conditions concern the neighbourhood of a solution and say nothing about a distant start.

Replacing \(2A\) by \(G\) in the step removes the linear term, leaving an error \(O(e^2)\). The price is the construction of \(B\) and \(V\), or of their action on a vector.

## A six-site chain

The example is a Pariser–Parr–Pople model with six electrons on six sites,

\[
H=\sum_{mn}h_{mn}E_{mn}+\tfrac12\sum_{mn}\gamma_{mn}(E_{mm}E_{nn}-\delta_{mn}E_{mm}),
\]

with \(\gamma_{mn}=(R_{mn}^2+U^{-2})^{-1/2}\) in atomic units, \(U=0.40\) hartree and site spacing 2.6 bohr. Neighbouring sites have \(h_{mn}=-0.07\) or \(-0.12\) hartree alternately, starting and ending with the weak link. The diagonal elements are the site energies \(0,\ 0.03,\ 0,\ -0.02,\ 0,\ 0.04\) hartree minus the attraction \(\sum_{n\ne m}\gamma_{mn}\) of the other cores. The constant core–core repulsion is omitted.

Two inactive, two active and two virtual orbitals give three singlet configurations and \(3\times4=12\) rotations. The starting orbitals are eigenvectors of the hopping and site-energy matrix, turned by 0.05 rad in each of the twelve rotation parameters (the figures for the early cycles depend on the signs chosen for these eigenvectors).

At the start the active density matrix has diagonal elements 1.4665 and 0.5335 and off-diagonal element \(-0.2636\). Its eigenvalues are

\[
1\pm\sqrt{0.4665^2+0.2636^2}=1\pm0.5358 .
\]

The metric should therefore have eigenvalues 2 (four times, from \(ai\)) and 1.5358 and 0.4642 (four times each, since \(n_t\) and \(2-n_t\) form the same pair when the occupations sum to 2). Explicit overlaps of the Brillouin states confirm the matrix to rounding error.

The first super-CI vector has weight 0.933 on \(|0\rangle\) and gives a rotation of norm 0.240 rad. Scaling this rotation to a tenth and then to a twentieth reduces the difference between the rotated and the linearized state by a factor 4.000, as a second-order conversion error should. No step had to be shortened.

The norm \(\sqrt{e^TAe}\) then develops as follows, in hartree\(^{1/2}\):

| cycle | norm | next/this |
|---|---|---|
| 0 | 0.1710 | 0.414 |
| 1 | 0.0709 | 0.548 |
| 3 | 0.0208 | 0.521 |
| 6 | 0.00282 | 0.505 |
| 19 | \(3.68\times10^{-7}\) | 0.502 |

The eigenvalues of \(M\) run from \(-0.329\) to 0.502, so the predicted limit is 0.502, as observed. The early ratios above it must come from the \(O(e^2)\) terms, because the linear recurrence cannot exceed \(\rho\) in this norm. The energy error falls by 0.252 per cycle at cycle 11, against \(\rho^2=0.252\). Reducing the gradient norm from 0.199 to \(10^{-11}\) hartree would take \(\ln(1.99\times10^{10})/\ln(1/0.502)\approx34.4\) cycles if it fell by \(\rho\) in every cycle. It took 34. The estimate is only approximate, because \(\rho\) governs the gradient norm only once the slowest mode dominates: in the first cycle the gradient norm falls by a factor 0.21, and from the third cycle on by factors that start at 0.538 and decrease towards \(\rho\).

The slow mode depends on the CI response. With the CI frozen at its converged coefficients, \(M\) would be \(-A^{-1}B\), whose eigenvalues run from \(-0.329\) to 0.287. The eigenvalue 0.502 therefore cannot arise without \(V\). Along that mode the super-CI step is \(x=-(1-0.502)e\), about half the required length. For this mode \(f\), normalized to \(f^TAf=1\), the eigenvalue is \(f^TVf-f^TBf\), with \(f^TVf=0.228\) and \(-f^TBf=0.274\). Both omitted terms soften the true energy surface along this mode, the coupling to twofold replacements slightly more than the CI relaxation, and the step includes neither.

The sufficient conditions hold here: the lowest eigenvalues of \(G\) and \(A-B\) are 0.223 and 0.153 hartree. From errors of 0.002 and 0.001 rad along the slowest mode, super-CI leaves \(1.00\times10^{-3}\) and \(5.02\times10^{-4}\) rad. The step with \(G\) leaves \(2.66\times10^{-6}\) and \(6.65\times10^{-7}\) rad. Halving the initial error halves the first remainder and quarters the second. The numerical check also checks \(G\) against energy differences and \(M\) against a numerical Jacobian of the full cycle.

The energy falls from \(-3.0597\) to \(-3.0825\) hartree, with final active occupations 1.317 and 0.683. Full CI in the same six-orbital model gives \(-3.1061\) hartree. The remaining 0.0236 hartree is correlation outside the two-orbital active space, which no further orbital optimization of this wave function can recover if the minimum found is the global one.

## Calculated quantities

```
hoppings (hartree): [0.07 0.12 0.07 0.12 0.07]
site energies (hartree): [ 0.    0.03  0.   -0.02  0.    0.04]
on-site U 0.40 hartree, spacing 2.6 bohr
determinants 400, singlet CSFs 3, rotations 12
START
active density matrix D_22 D_23 D_33: [ 1.46646 -0.26361  0.53354]
metric eigenvalues: [0.4642 0.4642 0.4642 0.4642 1.5358 1.5358]
   continued: [1.5358 1.5358 2.     2.     2.     2.    ]
metric, largest deviation: 2.2e-16
gradient norm 0.19896 hartree
gradient, largest deviation: 1.5e-09 hartree
super-CI eigenvalue minus E0: -0.019994 hartree
weight of |0> in super-CI vector: 0.93282
rotation norm |x|: 0.24007 rad
conversion error, x halved: ratio 4.000
CYCLES: k, E-E* (hartree), A-norm error (hartree^1/2), next/this
  0 2.275e-02 1.710e-01 0.4144
  1 2.530e-03 7.087e-02 0.5475
  2 7.378e-04 3.880e-02 0.5356
  3 2.126e-04 2.078e-02 0.5212
  4 5.804e-05 1.083e-02 0.5124
  5 1.528e-05 5.550e-03 0.5075
  6 3.942e-06 2.816e-03 0.5049
 17 1.059e-12 1.459e-06 0.5022
 18 2.673e-13 7.327e-07 0.5022
 19 6.795e-14 3.680e-07 0.5022
cycles to gradient norm 1e-11: 34
shortened steps: 0
SOLUTION
starting energy -3.05973123 hartree
CASSCF energy   -3.08248274 hartree
full CI energy  -3.10605657 hartree
active natural occupations: [1.31745 0.68255]
lowest eigenvalue of A: 0.14894 hartree
lowest eigenvalue of G: 0.22262 hartree
lowest eigenvalue of A-B: 0.15258 hartree
Hessian deviation, CI relaxed: 7.3e-07 hartree
Hessian deviation, CI frozen: 7.3e-07 hartree
imaginary curvature deviation: 9.6e-07 hartree
eigenvalues of M: [-0.329  -0.1659 -0.1386 -0.1196 -0.0694 -0.0223]
   continued: [0.0196 0.069  0.1031 0.1218 0.2517 0.5022]
predicted error ratio: 0.50220, squared 0.25221
observed late error ratio: 0.50219
energy-error ratio at k=11: 0.25230
rate from B alone (CI frozen): 0.32896
Jacobian of cycle minus M, largest: 6.2e-08
error left from 0.002 and 0.001 rad along slowest mode (rad):
  super-CI 1.002e-03 5.017e-04
  Newton   2.661e-06 6.646e-07
```
